# Null Collisions and the Free-Path Law When the Collision Rate Varies, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a uniform medium to the survival law

### A uniform medium

An ion moves in a straight line through a medium with the same real collision rate \(\lambda\) everywhere. The rate is a probability per unit length: in a short length \(ds\) the ion collides with probability \(\lambda\,ds\). Its free path could be drawn directly from the density \(\lambda e^{-\lambda s}\). Suppose instead that we draw from an exponential with a larger rate \(M\), and repair the excess by rejecting some of the collisions.

The recipe is this. Draw a step from the density \(Me^{-Mx}\) and move the ion to its end, which is a tentative collision. With probability \(\lambda/M\), decided by a fresh random number, the collision is real and the flight ends. Otherwise it is a null collision: the ion keeps its position, direction and energy, and the next step starts from there.

Let \(s_1<s_2<\dots<s_n<s\) be \(n\) null collisions followed by a real one at \(s\). The steps are independent, so their joint density is a product in which the exponents telescope:

\[
Me^{-Ms_1}\,Me^{-M(s_2-s_1)}\cdots Me^{-M(s-s_n)}=M^{n+1}e^{-Ms}.
\]

The decisions contribute \((1-\lambda/M)^n\,\lambda/M\). The positions of the nulls do not interest us, so we integrate over them. The ordered region \(0<s_1<\dots<s_n<s\) is one of \(n!\) regions of equal volume, one for each ordering, that fill a cube of volume \(s^n\). Its volume is \(s^n/n!\). The density for \(n\) nulls and then a real collision at \(s\) is therefore

\[
f_n(s)=M^{n+1}e^{-Ms}\,\frac{s^n}{n!}\left(1-\frac{\lambda}{M}\right)^n\frac{\lambda}{M}
=\lambda e^{-Ms}\,\frac{[(M-\lambda)s]^n}{n!}.
\]

Summing over \(n\) produces the exponential series:

\[
\sum_{n=0}^{\infty}f_n(s)=\lambda e^{-Ms}e^{(M-\lambda)s}=\lambda e^{-\lambda s}.
\]

The artificial rate \(M\) has cancelled. In the limit \(M=\lambda\) every tentative collision is accepted and only \(f_0\) survives. In the limit \(\lambda\to0\) nothing is accepted and the ion flies on, as it should in vacuum.

### A slab followed by a gap

Now let the rate be \(\lambda\) for \(0<s<a\), zero in a gap \(a<s<b\), and \(\lambda\) again beyond \(b\). A real ion cannot collide in the gap, so its chance of having no collision behind it stays at \(e^{-\lambda a}\) all the way across. A plateau of this kind is not part of any exponential function of \(s\). The geometric free path in a varying medium is thus not exponentially distributed, and no correct recipe can make it so. What can be exponential has to be found.

The null recipe handles the gap without knowing where its edges are. The reason is that the exponential step has no memory. If a step of rate \(M\) is known to exceed \(x\), the chance that it exceeds \(x+y\) is

\[
\frac{e^{-M(x+y)}}{e^{-Mx}}=e^{-My},
\]

which is the chance for a new step to exceed \(y\). When the ion passes the edge \(a\) in the middle of a step, the remainder of that step is distributed as if it had been drawn at \(a\). Each layer can then be treated as a uniform medium on its own. The slab is survived with probability \(e^{-\lambda a}\), the gap with probability 1 because every tentative collision in it is rejected, and a further length \(y\) beyond \(b\) with probability \(e^{-\lambda y}\). The product is \(e^{-\lambda(a+y)}\). The exponent is the rate accumulated along the path, not the length of the path.

### The law of real collisions

Let the real rate along the flight be \(\lambda(s)\). For an ion in a solid, with \(N_j\) atoms of species \(j\) per unit volume and a collision cross-section \(\sigma_j\), it is

\[
\lambda(s)=\sum_j N_j(s)\,\sigma_j .
\tag{1}
\]

This holds if the target atoms are placed independently of one another, so that a collision-free past says nothing about the atoms ahead. That is an idealized amorphous target. In a real one the atoms keep a minimum distance, and in a crystal their positions are correlated over long distances as well. The second half estimates the effect of a regular spacing along the path, but not that of channelling between rows of atoms.

Let \(P(s)\) be the probability of no real collision up to \(s\). To reach \(s+ds\) without one, the ion must reach \(s\) and then survive \(ds\):

\[
P(s+ds)=P(s)\,[1-\lambda(s)\,ds]\quad\Rightarrow\quad \frac{dP}{ds}=-\lambda(s)P(s),\qquad P(0)=1 .
\]

Dividing by \(P\) and integrating gives

\[
P(s)=e^{-\tau(s)},\qquad \tau(s)=\int_0^s\lambda(u)\,du .
\tag{2}
\]

The dimensionless quantity \(\tau\) is the optical depth: the mean number of atoms in the path that would count as collision partners. The density of the first real collision is \(-dP/ds=\lambda(s)e^{-\tau(s)}\).

Equation (2) also says which quantity is exponential. Let \(S\) be the position of the first real collision, and take a number \(t\ge0\) that \(\tau\) exceeds somewhere on the path. Because \(\tau\) is continuous and never decreases, there is a last point \(s_t\) at which \(\tau(s_t)=t\). Then \(\tau(S)>t\) means the same as \(S>s_t\), and

\[
\text{Prob}[\tau(S)>t]=e^{-\tau(s_t)}=e^{-t}.
\]

The optical depth travelled is exponential with mean 1, whatever the profile, as long as a collision is certain in the end. The length travelled is exponential only if \(e^{-\tau(s)}=e^{-cs}\) for some constant \(c\), which requires \(\tau=cs\) and hence a constant rate.

### The proof for a varying rate

The statement to be proved is the following. Let \(0\le\lambda(s)\le M\) along the whole path, with \(M\) finite. Draw independent steps of rate \(M\), accept a tentative collision at \(s\) with probability \(\lambda(s)/M\) using a fresh random number, and after a rejection leave the ion where it is with its state unchanged. Then the first accepted point obeys equation (2).

The condition \(\lambda\le M\) is needed because \(\lambda/M\) has to be a probability. The bound \(M\) is called the majorant.

As before, consider \(n\) nulls at \(s_1<\dots<s_n\) and a real collision at \(s\). The steps still give \(M^{n+1}e^{-Ms}\), since they know nothing about the medium. Each decision now depends on its position:

\[
M^{n+1}e^{-Ms}\;\frac{\lambda(s)}{M}\prod_{i=1}^{n}\left[1-\frac{\lambda(s_i)}{M}\right]
=\lambda(s)\,e^{-Ms}\prod_{i=1}^{n}\left[M-\lambda(s_i)\right].
\]

Of the \(n+1\) factors \(M\), one cancels the denominator of the acceptance and one goes into each bracket. Integrating over the null positions gives

\[
f_n(s)=\lambda(s)e^{-Ms}\int_{0<s_1<\dots<s_n<s}\prod_{i=1}^n[M-\lambda(s_i)]\,ds_1\cdots ds_n .
\]

The integrand does not change when two of the \(s_i\) are exchanged. Each of the \(n!\) orderings of the variables therefore contributes equally to the integral over the full cube \(0<s_i<s\), and over the cube the integral factorizes. Hence the ordered integral is

\[
\frac{1}{n!}\left(\int_0^s[M-\lambda(u)]\,du\right)^n=\frac{[Ms-\tau(s)]^n}{n!},
\]

and

\[
f_n(s)=\lambda(s)\,e^{-Ms}\,\frac{[Ms-\tau(s)]^n}{n!}.
\tag{3}
\]

For constant \(\lambda\) we have \(\tau=\lambda s\), and equation (3) returns to the uniform result. The real collision may be preceded by any number of nulls, so the density of \(S\) is the sum over \(n\):

\[
\sum_{n=0}^\infty f_n(s)=\lambda(s)\,e^{-Ms}\,e^{Ms-\tau(s)}=\lambda(s)\,e^{-\tau(s)} .
\tag{4}
\]

This is the density of real collisions found above. Integrating it from 0 to \(s\), with \(\lambda\,du=d\tau\), gives

\[
\text{Prob}(S\le s)=\int_0^s\lambda(u)e^{-\tau(u)}du=1-e^{-\tau(s)},
\]

which is equation (2) and completes the proof.

Two points about infinity remain. First, the recipe must not get stuck in endless nulls within a finite length \(L\). The chance of at least \(n\) tentative points in \(L\) is the integral of \(M^ne^{-Ms_n}\) over ordered points below \(L\), which is at most \((ML)^n/n!\). This tends to zero as \(n\) grows, so any finite length is crossed in a finite number of steps. Secondly, if \(\tau(\infty)\) is finite, as for an ion leaving the target into vacuum, the density integrates to \(1-e^{-\tau(\infty)}\). The missing \(e^{-\tau(\infty)}\) is the probability of escape without a collision. A computation then needs an outer boundary at which the flight is stopped.

The proof uses \(\lambda\) as a given function of path length. Its origin does not matter. If the ion loses energy smoothly, so that its energy \(E(s)\) is known in advance, then \(\lambda(s)\) contains the cross-section at \(E(s)\), and the result stands if \(M\) bounds that rate as well. A null collision then leaves the ion on this smooth energy curve. After a real collision the ion has a new direction and energy, a new \(\lambda(s)\) applies, and the theorem is used again with fresh random numbers.

### A real rate for boron

To put numbers into equation (1), a real collision must be defined. Take it to be an elastic encounter in which a target atom receives more than 15 eV, roughly the energy needed to displace a silicon atom from its site. Weaker encounters are left out of \(\lambda\).

Let the ion have mass \(M_1\), speed \(v\) and energy \(E\), and let the target atom, of mass \(M_2\), be at rest. In the centre-of-mass frame the target moves with speed \(V=M_1v/(M_1+M_2)\) before and after, and its velocity turns by an angle \(\theta\). The change of velocity has length \(2V\sin(\theta/2)\), and this is the target's final speed in the laboratory. The energy transferred is

\[
T=\tfrac12M_2\,4V^2\sin^2\frac\theta2=\frac{4M_1M_2}{(M_1+M_2)^2}\,E\,\sin^2\frac\theta2 .
\]

The angle follows from the relative motion at impact parameter \(p\), with energy \(E_c=EM_2/(M_1+M_2)\) and repulsion \(U(r)\). Conservation of angular momentum gives the angular speed \(vp/r^2\), and conservation of energy gives \(\dot r^2=v^2[1-U/E_c-p^2/r^2]\). Their ratio is the angle swept per unit \(r\). The inward and outward branches from the closest distance \(r_0\) are equal, so

\[
\theta=\pi-2p\int_{r_0}^\infty\frac{dr}{r^2\sqrt{1-U(r)/E_c-p^2/r^2}} .
\]

For \(U\) we use the universal screened potential. In atomic units, where the squared electron charge is 1 and lengths are in bohr,

\[
U=\frac{Z_1Z_2}{r}\,\Phi\!\left(\frac ra\right),\qquad a=\frac{0.88534}{Z_1^{0.23}+Z_2^{0.23}},
\]
\[
\Phi(x)=0.18175e^{-3.1998x}+0.50986e^{-0.94229x}+0.28022e^{-0.4029x}+0.02817e^{-0.20162x}.
\]

The transfer \(T\) falls as \(p\) grows; this was tested at 60 values of \(p\) between 0.002 and 0.15 nm for both target species. There is then one largest impact parameter \(p_j\) that still transfers 15 eV, and \(\sigma_j=\pi p_j^2\). For boron at 10 keV the values are 0.0402 nm for silicon and 0.0368 nm for oxygen, so the cross-sections are 0.00507 and 0.00425 nm². These values belong to the universal potential, which is an average over many atom pairs. Two other common screened potentials, Molière and Kr–C (both with the Firsov screening length), give cross-sections 10% to 16% larger. The digits carried below serve the comparison between formula and simulation; as properties of boron in real silicon and oxide the rates are uncertain by at least this much.

Silicon has 49.97 atoms per nm³, which gives \(\lambda=49.97\times0.005068=0.253\) nm⁻¹. Silicon dioxide has 22.05 formula units per nm³, each with one silicon and two oxygen atoms, so

\[
\lambda=22.05\,(0.005068+2\times0.004255)=0.299\ \text{nm}^{-1}.
\]

## Second half: costs, failures, estimators and a fin

### What is carried over

The real collision rate along the path is \(\lambda(s)\), its integral from 0 to \(s\) is the optical depth \(\tau(s)\), and \(M\ge\lambda\) is the constant rate of tentative collisions. A tentative collision at \(s\) is real with probability \(\lambda(s)/M\); otherwise it is null and the ion flies on from that point. The first real collision \(S\) has survival probability \(e^{-\tau(s)}\) and density \(\lambda e^{-\tau}\). The part of this density with \(n\) preceding nulls is

\[
f_n(s)=\lambda(s)e^{-Ms}\frac{[Ms-\tau(s)]^n}{n!}.
\]

For 10 keV boron the rate is 0.2532 nm⁻¹ in silicon and 0.2994 nm⁻¹ in silicon dioxide, counting transfers above 15 eV. Angle brackets denote means over histories.

### The price of the nulls

Divide \(f_n\) by the total density \(\lambda e^{-\tau}\). For a flight that ends at \(s\), the probability of \(n\) nulls is

\[
e^{-(Ms-\tau)}\frac{(Ms-\tau)^n}{n!},
\]

a Poisson distribution with mean \(Ms-\tau(s)\). To average over \(s\), suppose that a real collision is certain and that \(\langle S\rangle\) is finite. The optical depth \(\tau(S)\) is then exponential with mean 1, so

\[
\langle n\rangle=M\langle S\rangle-1,\qquad
\langle S\rangle=\int_0^\infty e^{-\tau(s)}ds .
\tag{5}
\]

The second formula holds because \(S\) is the integral over \(s\) of a function equal to 1 while \(s<S\) and 0 afterwards, and the mean of that function is the survival probability. In a uniform medium \(\langle S\rangle=1/\lambda\) and \(\langle n\rangle=M/\lambda-1\), which vanishes at \(M=\lambda\). A larger majorant leaves the law of \(S\) unchanged and costs more steps.

The null-collision recipe has been shown to reproduce the law of real collisions for any rate bounded by the majorant, and its mean number of nulls has been found. What remains is to choose the atom that was hit, examine two faulty recipes and a weighted estimator of transmission, and test the method on boron crossing an oxidized silicon fin.
